\section*{Free-Hole Density in Partly Compensated Boron-Doped Diamond}

\section*{Problem}

A diamond crystal at temperature $T=300$ K is doped with boron, which is an acceptor, at a density $N_A=1\times10^{17}\ \mathrm{cm^{-3}}$. It also contains donors at a density $N_D=1\times10^{15}\ \mathrm{cm^{-3}}$. The acceptor level lies $E_A=0.37$ eV above the valence-band edge. The effective density of valence-band states at this temperature is $N_V=2\times10^{19}\ \mathrm{cm^{-3}}$, and a neutral acceptor has $g=4$ states of equal energy.

\begin{enumerate}
\item[(a)] Derive an equation for the free-hole density $p$ in thermal equilibrium and solve it.
\item[(b)] Find the simple laws that hold for very weak and for strong compensation. Decide whether either may be used here.
\item[(c)] Determine how strongly $p$ responds to small changes of the acceptor energy and of the temperature.
\item[(d)] Check the assumptions made on the way.
\end{enumerate}

Energies are in eV and are measured upward from the valence-band edge; densities are in $\mathrm{cm^{-3}}$. The Fermi energy is $E_F$, and $k$ is the Boltzmann constant. The acceptors are taken as independent of one another, with no excited bound states and no impurity band. The given parameters define the model.

\section*{Hints}

\begin{enumerate}
\item An ionized acceptor has bound no hole. A neutral acceptor has bound one hole, in any of $g$ states. Compare their statistical weights, keeping in mind that binding a hole means removing an electron.
\item Both the free-hole density and the acceptor occupation depend on $E_F$. Eliminate $E_F$ between them before using charge neutrality.
\item Each donor gives its electron to an acceptor. The ionized acceptors must therefore balance the free holes and the ionized donors together.
\item To find the limiting laws, ask which term of the quadratic equation is the largest beside the constant term.
\item For the sensitivity, take the logarithm of the equation before differentiating.
\end{enumerate}

\section*{Solution}

\subsection*{Free holes and the Fermi energy}

Consider a valence-band state at depth $\varepsilon$ below the band edge. Its electron energy is $-\varepsilon$, so the probability that it is empty is
\begin{equation}
1-\frac{1}{e^{(-\varepsilon-E_F)/kT}+1}
=\frac{1}{e^{(\varepsilon+E_F)/kT}+1}.
\end{equation}
For a parabolic band the density of states grows as $\sqrt{\varepsilon}$. With $x=\varepsilon/kT$ and $\eta=E_F/kT$, the hole density is
\begin{equation}
p=N_V\,\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt{x}\,dx}{e^{x+\eta}+1}.
\end{equation}
If $E_F$ lies several $kT$ above the band edge, then $e^{x+\eta}\gg1$ throughout the integral and the 1 in the denominator may be dropped. Since $\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2$, the prefactor cancels and
\begin{equation}
p=N_V e^{-E_F/kT}.
\label{eq:boltz}
\end{equation}
This is the non-degenerate approximation. The value of $E_F$ is not yet known, so the condition has to be checked at the end.

\subsection*{Occupation of the acceptors}

Take the ionized acceptor as the reference, with energy zero and statistical weight 1. To make it neutral, an electron is removed from the level at $E_A$. The energy changes by $-E_A$ and the electron number by $-1$. The grand-canonical weight of a state with energy $E$ and electron number $N$ is $e^{-(E-E_FN)/kT}$, so each neutral state has the weight
\begin{equation}
e^{-(-E_A+E_F)/kT}=e^{(E_A-E_F)/kT}.
\end{equation}
There are $g$ such states. A second bound hole is left out on the assumption that the two holes would repel each other strongly enough to make such a state negligible; a weak repulsion would not suffice. The density of ionized acceptors is therefore
\begin{equation}
N_A^-=\frac{N_A}{1+g\,e^{(E_A-E_F)/kT}}.
\label{eq:occ}
\end{equation}
The sign agrees with the physical picture. If $E_F$ is far above $E_A$, the level is filled with an electron and the acceptor is negative. If $E_F$ is far below $E_A$, the acceptor is neutral.

Equation (\ref{eq:boltz}) gives $e^{-E_F/kT}=p/N_V$. The second term in the denominator of (\ref{eq:occ}) becomes
\begin{equation}
g\,e^{E_A/kT}\,\frac{p}{N_V}=\frac{p}{\phi},
\qquad
\phi=\frac{N_V}{g}\,e^{-E_A/kT},
\end{equation}
and hence
\begin{equation}
N_A^-=\frac{N_A}{1+p/\phi}=\frac{N_A\phi}{\phi+p}.
\label{eq:ion}
\end{equation}
The constant $\phi$ has a direct meaning: it is the free-hole density at which half of the acceptors are ionized. For $p\gg\phi$ most acceptors are neutral.

\subsection*{Charge neutrality}

All donors are assumed to be ionized, and free electrons are neglected. Positive and negative charges balance when
\begin{equation}
p+N_D=N_A^-=\frac{N_A\phi}{\phi+p}.
\end{equation}
Multiplication by $\phi+p$ gives
\begin{equation}
p^2+(N_D+\phi)p+\phi N_D=\phi N_A,
\end{equation}
or, with $M=N_A-N_D$ and $b=N_D+\phi$,
\begin{equation}
p^2+bp-\phi M=0.
\label{eq:quad}
\end{equation}
The same equation can be arranged as a law of mass action,
\begin{equation}
\frac{p\,(p+N_D)}{M-p}=\phi .
\label{eq:mass}
\end{equation}
The numerator is the product of the free-hole and ionized-acceptor densities. The denominator is the density of neutral acceptors, because $N_A-N_A^-=N_A-N_D-p$. The law describes the reaction in which a neutral acceptor releases a hole.

For $N_A>N_D$ the product of the two roots of (\ref{eq:quad}) is $-\phi M<0$. One root is positive and the other negative, so the physical solution is unique:
\begin{equation}
p=\frac{-b+\sqrt{b^2+4\phi M}}{2}.
\end{equation}
When $4\phi M\ll b^2$, this form subtracts two nearly equal numbers. Multiplying numerator and denominator by $b+\sqrt{b^2+4\phi M}$ turns the numerator into $4\phi M$ and removes the subtraction:
\begin{equation}
p=\frac{2\phi M}{b+\sqrt{b^2+4\phi M}}.
\label{eq:root}
\end{equation}

If $N_D>N_A$, the product of the roots is positive and their sum $-b$ is negative, which together show that no positive root exists. The donors then cannot all be ionized by giving their electrons to acceptors, and the model must be extended to include neutral donors and electrons.

\subsection*{Numbers}

At 300 K, $kT=0.025852$ eV and $E_A/kT=14.3122$. Thus
\begin{equation}
\phi=(5\times10^{18})(6.0852\times10^{-7})
=3.0426\times10^{12}\ \mathrm{cm^{-3}}.
\end{equation}
The other quantities in the quadratic are
\begin{align}
M&=9.9\times10^{16}\ \mathrm{cm^{-3}},\\
b&=1.00304\times10^{15}\ \mathrm{cm^{-3}},\\
\phi M&=3.0122\times10^{29}\ \mathrm{cm^{-6}},\\
\sqrt{b^2+4\phi M}&=1.48693\times10^{15}\ \mathrm{cm^{-3}}.
\end{align}
Equation (\ref{eq:root}) gives
\begin{equation}
p=\frac{2(3.0122\times10^{29})}
{(1.00304+1.48693)\times10^{15}}
=2.42\times10^{14}\ \mathrm{cm^{-3}},
\end{equation}
which is $2.42\times10^{20}\ \mathrm{m^{-3}}$.

There are 0.242 free holes per hundred boron atoms. The ionized fraction of the boron is larger, because the donors also require negative partners:
\begin{equation}
\frac{p+N_D}{N_A}
=\frac{1.242\times10^{15}}{1\times10^{17}}=1.24\%.
\end{equation}
About four fifths of the ionized acceptors balance donors and one fifth balance free holes. The ionized fraction is thus not a measure of the number of mobile carriers.

The low ionization refers to the neutral bulk. Where a region in thermal equilibrium is so strongly depleted of holes that the local $p$ lies far below $\phi$, (\ref{eq:ion}) gives $N_A^-\to N_A$. The net density of negative charge then approaches $N_A-N_D=9.9\times10^{16}\ \mathrm{cm^{-3}}$. The same crystal therefore has few mobile holes in its bulk but a large fixed charge in a depletion layer. After a fast voltage change, the acceptors need time to release their holes, and this equilibrium value does not apply at once.

\subsection*{Two limiting laws}

Equation (\ref{eq:quad}) can be written as $p(p+b)=\phi M$. Two cases follow.

\emph{Weak compensation.} If $b\ll p$, which means that both $N_D$ and $\phi$ are small compared with $p$, the linear term can be dropped:
\begin{equation}
p\simeq\sqrt{\phi M}.
\end{equation}
Each ionized acceptor then has a free hole as its partner. The square root comes from the product of two nearly equal densities in (\ref{eq:mass}).

\emph{Strong compensation.} If $p\ll N_D$ and $\phi\ll N_D$, then $p+b\simeq N_D$ and
\begin{equation}
p\simeq\frac{\phi M}{N_D}.
\end{equation}
The density of ionized acceptors is now set by the donors, and $p$ is proportional to $\phi$.

Both expressions are upper bounds on $p$. Since all terms are positive, $p^2+bp=\phi M$ implies $p^2<\phi M$, and it also implies $pN_D<pb<\phi M$. The factors by which they exceed the solution follow from $\phi M=p(p+b)$:
\begin{equation}
\frac{\sqrt{\phi M}}{p}=\sqrt{1+\frac bp},
\qquad
\frac{\phi M/N_D}{p}=\frac{p+b}{N_D}.
\end{equation}
For the present crystal the two estimates are $5.49\times10^{14}$ and $3.01\times10^{14}\ \mathrm{cm^{-3}}$. They are too large by factors of 2.27 and 1.245. The donor density is about four times the hole density, so the crystal is closer to the strongly compensated limit, but the quadratic is still needed.

The two laws were tested where they should hold. At $N_D=10^{12}\ \mathrm{cm^{-3}}$ the first, and at $N_D=10^{16}\ \mathrm{cm^{-3}}$ the second, agree within 1\% with a numerical solution of neutrality that does not use the quadratic.

\subsection*{Sensitivity to energy and temperature}

The logarithm of (\ref{eq:mass}) is
\begin{equation}
\ln\phi=\ln p+\ln(p+N_D)-\ln(M-p).
\end{equation}
At fixed $N_A$ and $N_D$, differentiate with respect to $\ln p$, using $dp=p\,d\ln p$. The last term contributes with a positive sign, because the derivative of $M-p$ is $-1$:
\begin{equation}
\frac{d\ln\phi}{d\ln p}
=1+\frac{p}{p+N_D}+\frac{p}{M-p}.
\end{equation}
The response of the hole density to $\phi$ is the reciprocal,
\begin{equation}
s=\frac{d\ln p}{d\ln\phi}
=\left[1+\frac{p}{p+N_D}+\frac{p}{M-p}\right]^{-1}
=0.835.
\label{eq:s}
\end{equation}
While most acceptors are neutral, the last term is small. Then $s$ tends to $1/2$ for $p\gg N_D$ and to 1 for $p\ll N_D$, in agreement with the two limiting laws.

At fixed $T$ and $N_V$, $\ln\phi$ contains $-E_A/kT$, so
\begin{equation}
\frac{d\ln p}{dE_A}=-\frac{s}{kT}.
\label{eq:EA}
\end{equation}
A finite difference of the numerical neutrality solution also gives $s=0.8352$.

For the temperature, let $E_A$ be constant and let $N_V\propto T^{3/2}$, as for a parabolic band with fixed mass. Then $\ln\phi=\text{const}+\tfrac32\ln T-E_A/kT$. Because $d(-E_A/kT)/d\ln T=E_A/kT$,
\begin{equation}
\frac{d\ln p}{d\ln T}
=s\left(\frac32+\frac{E_A}{kT}\right)
=0.835\,(1.5+14.31)\simeq13.2.
\end{equation}
To first order, a rise of 1\%, or 3 K, raises the hole density by about 13\%. Most of this comes from the term $E_A/kT$, which is large because the acceptor is deep on the scale of the thermal energy. Self-heating of a device can thus change the number of carriers appreciably. Its effect on the conductivity also depends on the mobility, which is not treated here.

\subsection*{The meaning of the degeneracy}

The value of $g$ enters through $\phi\propto1/g$. More neutral states give the bound hole more ways to exist and make ionization less favourable. If the hole had two spin states and no further degeneracy, $g=2$ would give $p=4.22\times10^{14}\ \mathrm{cm^{-3}}$. The fourfold value counts two spin states for each of two valence bands that meet at the band edge.

If a third band also supplied bound states, split from the others by much less than $kT$, the appropriate count would be $g=6$. With $N_V$ and $E_A$ held fixed, this gives $p=1.71\times10^{14}\ \mathrm{cm^{-3}}$. Real diamond is not far from this case. Its spin--orbit splitting is only some meV, smaller than $kT\simeq26$ meV, so $g=4$ is a choice of the stated model. Two extra bound states lying $\delta$ above the lowest four give an effective count $4+2e^{-\delta/kT}$. For $\delta$ between 2 and 13 meV this is 5.9 to 5.2, and $p$ at fixed $N_V$ lies between $1.75\times10^{14}$ and $1.93\times10^{14}\ \mathrm{cm^{-3}}$. A consistent change of the band model would also require a new look at $N_V$, which counts the free states of the same bands. The choice of $g$ alone thus changes even the first digit of $p$. The three digits of the main result belong to the stated model and are not a prediction of that accuracy for a real crystal.

\subsection*{Checking the assumptions}

Inverting (\ref{eq:boltz}) gives
\begin{equation}
E_F=kT\ln\frac{N_V}{p}
=(0.025852)(11.323)=0.293\ \mathrm{eV}.
\end{equation}
The Fermi energy lies about $3kT$ below the acceptor level, which is why most acceptors are neutral. It lies more than $11kT$ above the valence-band edge, so the holes are non-degenerate. Compared with the full Fermi--Dirac integral at the same Fermi energy, the relative error of (\ref{eq:boltz}) is $4.3\times10^{-6}$.

The problem does not give the donor level. For a test level 1.0 eV above the valence-band edge, with two neutral spin states, the neutral donor fraction is only $2.6\times10^{-12}$. A donor level higher in the gap would be emptied still more completely. For a test gap of 5.0 eV, and a conduction-band density of states equal to $N_V$, the formal electron density is $1.7\times10^{-60}\ \mathrm{cm^{-3}}$. Electrons can be neglected.

The calculation was also repeated without several of these simplifications, though free electrons were still left out. It used the Fermi--Dirac integral, allowed neutral donors at the test level, and admitted every number of holes from zero to four on an acceptor, with a repulsion of 0.5 eV for each pair. The Fermi energy was found numerically from neutrality. The resulting hole density differs from (\ref{eq:root}) by a relative amount of $1.2\times10^{-5}$. This confirms the algebra and the non-degenerate approximation. The neglect of a second bound hole is confirmed only for this repulsion, which exceeds $E_A$ and so leaves the second hole unbound. With a repulsion of 0.35 eV, which binds a second hole by 0.02 eV, $p$ falls by about 0.3\% to $2.41\times10^{14}\ \mathrm{cm^{-3}}$. With 0.30 eV it falls by about 2\%, and with 0.20 eV by more than a third. The calculation does not test the assumption of independent acceptors, which fails when the boron atoms are close enough for their bound states to overlap.

\section*{Variation 1: removing the donors}

\emph{What is the hole density if $N_D=0$, and how many donors are enough to halve it?}

With $N_D=0$, equation (\ref{eq:quad}) becomes $p_0^2+\phi p_0-\phi N_A=0$. Its positive root is
\begin{equation}
p_0=\frac{-\phi+\sqrt{\phi^2+4\phi N_A}}{2}
=5.50\times10^{14}\ \mathrm{cm^{-3}}.
\end{equation}
Donors amounting to 1\% of the boron thus reduce the hole density by 56\% relative to the donor-free crystal. The relevant comparison is between $N_D$ and the small density $p_0$, not between $N_D$ and $N_A$.

The loss of free holes is nevertheless smaller than the number of donors. Of the $10\times10^{14}$ donor electrons per $\mathrm{cm^3}$, a net $3.1\times10^{14}$ are accounted for by the fall in $p$. The other $6.9\times10^{14}$ are accounted for by the rise in ionized acceptors, from $5.5\times10^{14}$ to $12.4\times10^{14}\ \mathrm{cm^{-3}}$. As free holes disappear, the mass-action balance shifts and neutral acceptors release more of them.

To estimate the donor density that halves $p$, neglect $\phi$ beside $p$ and $N_D$, and neglect $p$ and $N_D$ beside $N_A$. Then $p_0^2\simeq\phi N_A$ and $p(p+N_D)\simeq p_0^2$. Setting $p=p_0/2$ gives
\begin{equation}
\frac{p_0}{2}\left(\frac{p_0}{2}+N_D\right)=p_0^2
\quad\Longrightarrow\quad
N_D=2p_0-\frac{p_0}{2}=\frac32p_0.
\end{equation}
This is about $8\times10^{14}\ \mathrm{cm^{-3}}$, or less than 1\% of the boron density.

\section*{Variation 2: a slightly deeper acceptor}

\emph{How does $p$ change if $E_A$ is raised by 0.01 eV, with all other parameters fixed?}

If $s$ is treated as constant over the interval, (\ref{eq:EA}) gives
\begin{equation}
\Delta\ln p\simeq-\frac{(0.835)(0.01)}{0.025852}=-0.323,
\end{equation}
so that
\begin{equation}
p\simeq(2.42\times10^{14})e^{-0.323}
=1.75\times10^{14}\ \mathrm{cm^{-3}}.
\end{equation}
The full neutrality calculation gives $1.74\times10^{14}\ \mathrm{cm^{-3}}$, a reduction of 28\% from the original value.

The estimate is slightly high for a reason visible in (\ref{eq:s}). As $p$ falls, both $p/(p+N_D)$ and $p/(M-p)$ decrease, and $s$ increases. The hole density therefore responds more strongly towards the end of the interval than at its beginning.

An energy change of less than 3\% has altered the carrier density by more than a quarter, because the change must be compared with $kT$ and not with $E_A$. An uncertainty of $\pm0.01$ eV in the acceptor energy therefore leaves the hole density uncertain by roughly a third, so that not even its first digit is secure.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Acceptor density N_A: 1.000e+17 cm^-3
Donor density N_D: 1.000e+15 cm^-3
Valence density N_V: 2.000e+19 cm^-3
Acceptor energy E_A: 0.370 eV
Acceptor degeneracy g: 4 (no unit)
E_A/kT: 14.3122 (no unit)
exp(-E_A/kT): 6.0852e-07 (no unit)
N_V/g: 5.000e+18 cm^-3
Mass-action constant phi: 3.0426e+12 cm^-3
Net acceptor density N_A-N_D: 9.900e+16 cm^-3
Linear coefficient b=N_D+phi: 1.00304e+15 cm^-3
Product phi(N_A-N_D): 3.0122e+29 cm^-6
Square root in the solution: 1.48693e+15 cm^-3
Hole density p, formula: 2.4194e+14 cm^-3
Hole density p, full neutrality: 2.4194e+14 cm^-3
Relative difference of the two: 1.2e-05
Fermi energy above valence edge: 0.2927 eV
E_F/kT: 11.323 (no unit)
Ionized acceptor density p+N_D: 1.2419e+15 cm^-3
Ionized acceptor fraction: 1.242 %
Free holes per boron atom: 0.242 %
Weak-compensation estimate: 5.4883e+14 cm^-3
Weak estimate divided by p: 2.268 (no unit)
Strong-compensation estimate: 3.0122e+14 cm^-3
Strong estimate divided by p: 1.245 (no unit)
Hole density without donors: 5.5008e+14 cm^-3
Hole density for g=2: 4.2188e+14 cm^-3
Hole density for g=6: 1.7117e+14 cm^-3
Sensitivity s, formula: 0.8352 (no unit)
Sensitivity s, finite difference: 0.8352 (no unit)
Full p for E_A raised by 0.01 eV: 1.7396e+14 cm^-3
Test value, hole repulsion: 0.5 eV
Test value, donor level above edge: 1.0 eV
Test value, band gap: 5.0 eV
Relative error of Boltzmann holes: 4.3e-06
Neutral donor fraction: 2.6e-12 (no unit)
Electron density, N_C set to N_V: 1.7e-60 cm^-3
\end{verbatim}
